Tracer correlation factor for a single vacancy on a triangular lattice

**Seven sites by hand**

Take a triangular lattice and repeat it periodically with a cell of seven sites: one atom and its six nearest neighbours. The atom at the centre is marked and called the tracer. One of the six neighbouring sites is vacant, and the other five hold ordinary atoms. The vacancy moves by exchanging places with a neighbouring atom, each of its six neighbours being equally likely.

In this small cell every site is a neighbour of every other site. From a site on the ring, the vacancy therefore exchanges with the tracer with probability 1/6 and goes to each of the other five ring sites with probability 1/6.

Suppose the tracer has just jumped. The vacancy now sits on the site that the tracer left; call it e₀, and number the ring sites e₀ to e₅ in steps of 60°. Let g be the mean number of times the vacancy is found on e₀ before its next exchange with the tracer, the starting position included, and g′ the same number for any one of the other ring sites. Each visit is either the start or an arrival from another ring site, so

g = 1 + 5g′/6,
g′ = (g + 4g′)/6.

The second equation gives g′ = g/2. The first becomes g = 1 + 5g/12, so g = 12/7 and g′ = 6/7. Each visit ends in an exchange with the tracer with probability 1/6. The probability P_k that the next exchange comes from e_k is therefore

P₀ = 2/7, P₁ = … = P₅ = 1/7.

These add up to one. The tracer's previous jump was along −e₀, and its next jump is along e_k, into the vacancy. The angle θ between the two jumps has cosine −cos(60°k), with mean

C = −Σ_k P_k cos(60°k) = −[2/7 + (1/7)(−1)] = −1/7,

because the cosines for k = 1 to 5 add up to −1. The tracer tends to jump back: the vacancy starts on the side from which the tracer came.

**From one cosine to the correlation factor**

Let a be the lattice spacing and R_n the displacement after n tracer jumps. Uncorrelated jumps would give ⟨R_n²⟩ = na². The correlation factor is the limit of the ratio,

f = lim ⟨R_n²⟩/(na²), n → ∞.

After every exchange the vacancy is directly behind the tracer, so the surroundings are the same apart from a rotation. The next direction thus depends on the last one alone. Since P_k = P_₋k, the mean of the next unit jump vector has no component perpendicular to the last one; it is C times the last one. Repeating the argument m times gives a mean cosine C^m between jumps m apart. There are n − m such pairs, each counted twice in the square, so

⟨R_n²⟩/a² = n + 2 Σ_{m=1}^{n−1} (n − m)C^m.

To do the sum, write it as Σ_{j=1}^{n−1} Σ_{m=1}^{j} C^m. The inner sum is C(1 − C^j)/(1 − C), and summing this over j gives

nC/(1 − C) − C(1 − C^n)/(1 − C)².

Division by n yields

f_n = (1 + C)/(1 − C) − 2C(1 − C^n)/[n(1 − C)²],
f = (1 + C)/(1 − C).

For the seven-site cell, f = (6/7)/(8/7) = 3/4. For an infinite lattice the same recipe applies; what changes is the set of return probabilities P_k.

**Return probabilities in the infinite plane**

Measure positions in units of a, with the tracer at the origin. Let G(s,s′) be the mean number of visits to s′ by a vacancy that starts at s and is stopped when it enters the origin. Then P_k = G(e₀,e_k)/6. Looking one step ahead from s ≠ 0,

G(s,s′) = δ_{s,s′} + (1/6)Σ_e G(s+e,s′), G(0,s′) = 0,

where e runs over the six neighbour vectors. This is solved with the potential kernel

A(x) = ∫ d²q/(2π)² [1 − cos(q·x)]/[1 − λ(q)],
λ(q) = (1/6)Σ_e cos(q·e).

The integration variables are q₁ = q·a₁ and q₂ = q·a₂, each over one period 2π, with a₁ and a₂ neighbour vectors 60° apart. Averaging cos q·(x+e) over e gives λ cos q·x, so

(1/6)Σ_e A(x+e) − A(x) = ∫ d²q/(2π)² cos(q·x) = δ_{x,0}.

Now try

G(s,s′) = A(s) + A(s′) − A(s−s′).

It vanishes at s = 0 because A is even and A(0) = 0. Its neighbour average minus its own value is δ_{s,0} − δ_{s,s′}, which is the required equation for s ≠ 0.

Could another solution exist? The trial function is bounded in s: the difference A(s) − A(s−s′) has the integrand

[cos(q·s)(cos(q·s′) − 1) + sin(q·s) sin(q·s′)]/(1 − λ),

which near q = 0 is at most of order 1/|q|, integrable in two dimensions. The true G is bounded too, since G(s,s′) ≤ G(s′,s′), which is finite. The difference of the two is bounded, zero at the origin and equal to its neighbour average elsewhere. Following the walk for t steps, this difference is at most its largest size times the probability that the vacancy has not yet reached the origin. That probability tends to zero: without stopping, the mean number of visits to the origin is ∫ d²q/(2π)² 1/(1 − λ), which diverges because 1 − λ is proportional to |q|² at small q, so return is certain. The difference is zero.

**Three values of the kernel**

The distances |e₀ − e_k| are 0, 1, √3 and 2 for k = 0, 1, 2 and 3, and A depends on distance alone for these sites by symmetry. The kernel equation at x = 0 gives A(1) = 1. The neighbours of e₀ are the origin, two sites at distance 1, two at √3 and one at 2, so the equation at e₀ gives

[2 + 2A(√3) + A(2)]/6 = 1, or 2A(√3) + A(2) = 4.

One integral remains. With c = cos q₁,

λ = [c + cos q₂ + cos(q₁−q₂)]/3 = [c + 2cos(q₁/2) cos(q₂−q₁/2)]/3.

The average over a period of 1/(α − β cos u) is 1/√(α² − β²). Here α = 1 − c/3 and β = (2/3)cos(q₁/2). Since 4cos²(q₁/2) = 2 + 2c,

α² − β² = [(3−c)² − 2 − 2c]/9 = (1−c)(7−c)/9.

For x = 2a₁ the numerator is 1 − cos 2q₁ = 2(1−c)(1+c). Hence

A(2) = (1/π)∫₀^π dq₁ 6(1−c)(1+c)/√[(1−c)(7−c)]
= (6/π)∫₋₁¹ dc √[(1+c)/(7−c)],

where the second line uses dq₁ = dc/√(1−c²), with the limits reordered. Set 1 + c = 8sin²φ, so that 7 − c = 8cos²φ and dc = 16 sinφ cosφ dφ. The upper limit has sin²φ = 1/4, or φ = π/6:

A(2) = (6/π)∫₀^{π/6} 16 sin²φ dφ
= (6/π)[8φ − 4 sin2φ]₀^{π/6}
= 8 − 12√3/π ≈ 1.38405.

Then A(√3) = 2 − A(2)/2 = 6√3/π − 2 ≈ 1.30797. From P_k = [2 − A(|e₀−e_k|)]/6,

P₀ = 1/3, P₁ = P₅ = 1/6,
P₂ = P₄ ≈ 0.11534, P₃ ≈ 0.10266.

The vacancy re-enters from its starting side about three times as often as from the opposite side. For the mean cosine, the pairs k = 1, 5 and k = 2, 4 carry cosines +1/2 and −1/2:

C = −(P₀ + P₁ − P₂ − P₃).

Here P₂ + P₃ = [4 − A(√3) − A(2)]/6 = √3/π − 1/3, so

C = √3/π − 5/6 ≈ −0.28200,
f = (1/6 + √3/π)/(11/6 − √3/π) = (π + 6√3)/(11π − 6√3) ≈ 0.56006.

Correlation removes 44% of the mean square displacement that the same number of independent jumps would give.

**How a periodic cell changes the answer**

Now take a periodic cell of N sites with one vacancy, as in a simulation. The kernel A_N is then an average over the N allowed wavevectors with q = 0 left out, and its source is δ_{x,0} − 1/N. The constant cancels in G, so the formula for G survives. At x = 0 it gives A_N(1) = 1 − 1/N. For N = 7 all nonzero separations are equivalent, so A_N = 6/7 for each of them. This gives G = 12/7 and 6/7, the values found by hand.

Adding G(e₀,s′) over all s′ leaves N·A_N(1), because the sums of A_N(s′) and A_N(e₀−s′) cancel. The mean gap between exchanges is therefore N − 1 vacancy steps. In the infinite plane return is certain but the mean waiting time is infinite. This is why f was defined by counting tracer jumps rather than time.

For a large cell with sixfold symmetry, near the origin,

A_N(x) ≈ A(x) − |x|²/N,

because the neighbour average of |x|² exceeds |x|² by one, which supplies the −1/N. What is left over equals its own neighbour average, vanishes at the origin and has sixfold symmetry; its leading term grows as (|x|/L)⁶, with L the cell edge, and is neglected. Since Σ cos(60°k) = 0, the mean cosine can be written C = (1/6)Σ_k A(|e₀−e_k|)cos(60°k). With |e₀−e_k|² = 2 − 2cos(60°k) and Σ cos²(60°k) = 3, its change is

C_N − C ≈ −(1/6N)(−6) = 1/N,
f_N − f ≈ 2/[N(1−C)²].

A 12×12 cell has N = 144. Solving the linear equations for the visits in that cell gives C_N = −0.27506 and f_N = 0.56856. The product N(C_N − C) is 1.0001. The shift in f, 0.0085, is 1.5% of f and could be mistaken for a discrepancy if the cell value were compared directly with 0.560.

**Stopping the walk early**

Another route is to stay in the plane, propagate the vacancy's probability from site to site and stop after T steps. With T = 400, on an array wide enough that its edges do not matter, the accumulated return probability is 0.6086. Nearly 40% of the walks are still out. Yet the accumulated sum −ΣP_k cos(60°k) is already −0.28132.

To see why, weight the six ring sites by cos(60°k). This pattern is odd under inversion and remains so as it spreads, so it is zero at the origin and the stopping rule does not affect it. A free walk can be used instead. After many steps t its probability per site is

p_t(x) ≈ [√3/(2πt)] exp(−|x|²/t),

since the mean square displacement is t and the area per site is √3/2. In the weighted sum over e_k − e₀ the constant term cancels, and the next term is −(1/t)Σ|e₀−e_k|²cos(60°k) = 6/t. Step t thus contributes −(1/6)(6/t)√3/(2πt) = −√3/(2πt²) to C. Adding the missing steps,

C_T − C ≈ √3/(2πT).

The predicted coefficient is 0.2757; the propagation at T = 400 gives 0.2748. Late returns matter for the total probability but come almost equally from all sides. They must be counted as isotropic, not discarded. Dividing by the returned fraction would give C = −0.28132/0.6086 = −0.462 and f = 0.37, which is badly wrong.

**The algorithm and the trajectories**

For direct return probabilities, compute A at the three distances, form P_k, then C and f. For another planar lattice whose sites are all related by translations and whose jump directions are all equivalent, the same sequence applies with its own neighbour vectors and distances, provided that symmetry makes the mean next jump parallel to the last.

For Monte Carlo trajectories, store the vacancy position relative to the tracer and repeat:

1. Choose one of the six directions d at random and move the vacancy.
2. If it has entered the tracer's site, record a tracer jump along −d and place the vacancy at +d relative to the moved tracer.
3. Continue until this trajectory has the required number of tracer jumps.

Stopping at a fixed number of jumps avoids favouring short returns. I used 40,000 trajectories of 24 jumps in the 12×12 cell, each starting just after an exchange; the tracer displacement is accumulated without periodic wrapping. The uncertainties below are one standard error.

The mean cosine is −0.2752 ± 0.0007, against −0.2751 for this cell. Between jumps two apart it is 0.0759 ± 0.0008, against C_N² = 0.0757. The ratio ⟨R_n²⟩/(na²) is 0.584 ± 0.003. This is above 0.560 for two reasons: the cell raises f to 0.5686, and the second term of f_n adds 0.0141 at n = 24. Their sum, 0.5827, lies within the standard error. Subtracting 1/N from the sampled cosine before forming f gives

f = 0.5599 ± 0.0009,

in agreement with the plane value 0.5601.

**A tracer that exchanges at a different rate**

Let ordinary atoms exchange at rate w and the tracer at rate rw. Let g_k be the mean time spent by the vacancy on e_k before the exchange, in units of 1/w. Eliminating all sites outside the ring leaves six linear equations, (K + r)g = start vector. The matrix K describes motion among ordinary atoms and does not contain r. By rotation and reflection symmetry, the pattern cos(60°k) is an eigenvector of K; call its eigenvalue h. Projecting the equations on this pattern gives Σ g_k cos(60°k) = 1/(h+r). Since P_k = r g_k,

C = −r/(h+r), f = h/(h+2r).

The case r = 1 fixes h = −1/C − 1 = 2.546 in the plane. A slow tracer has f → 1, because the vacancy forgets its starting side before an exchange. A fast tracer has f → 0, because it mostly jumps back and forth.

**Diffusion in a channel layer**

Consider a flat triangular sublattice with round parameters in the rough range of isolated chalcogen vacancies in a monolayer dichalcogenide channel: spacing 0.32 nm, barrier 2.3 eV, attempt frequency 10¹³ Hz, vacancy density 10¹² cm⁻², and an anneal of one hour at 900 K. They describe a class, not one compound.

The area per site is (√3/2)a², so the site density is 1.128×10¹⁵ cm⁻² and the vacant fraction is c_v = 8.87×10⁻⁴. With kT = 0.07756 eV,

w = 10¹³ exp(−2.3/0.07756) s⁻¹ = 1.32 s⁻¹.

An atom makes on average 6wc_v t = 6 × 1.32 × 8.87×10⁻⁴ × 3600 ≈ 25 exchanges. In two dimensions D* = ⟨R²⟩/(4t), hence

D* = (3/2) f c_v w a² = 1.0×10⁻¹⁸ cm²/s = 1.0×10⁻⁴ nm²/s.

The rms displacement √(4D*t) is 1.2 nm; with f = 1 it would be 1.6 nm. At 350 K, with the same vacancy density, the model gives 1.3×10⁻¹⁴ exchanges per atom in ten years. With a barrier this high, thermal migration matters during processing, not use. The conclusion depends on the barrier: at 1.2 eV, with the other parameters unchanged, the same formula gives about 90 exchanges per atom in ten years at 350 K.

For a tracer that exchanges at the same rate as the ordinary atoms, the correlation factor is the firmest number here. One vacancy per 1/c_v sites in a periodic array would shift f by 0.001; randomly placed vacancies are not covered by that estimate, which serves as a scale. A barrier error of 0.1 eV changes D* by a factor of 3.6. If only the tracer's barrier is 0.05 eV higher, r = 0.525 and f = 0.708; if it is 0.05 eV lower, r = 1.905 and f = 0.401. As D* is proportional to rf at equal site energies, it changes by factors of 0.66 and 1.36. The leading tunnelling correction, (hν/kT)²/24 with h here Planck's constant and ν the frequency set by the curvature at the barrier top, is 1.2% if ν is taken equal to the attempt frequency.

Real layers can hold ten times more vacancies than assumed, which in the dilute model multiplies D* by ten. Vacancies can also pair, which the model of isolated vacancies leaves out. At the original density of 10¹² cm⁻² and for an assumed attraction of 0.1 eV, the estimate 6c_v exp(0.1 eV/kT) puts about 2% of vacancies next to another; if their barriers are much lower, this minority can still carry much of the transport. At ten times that density the same estimate gives about 19%, so the vacancies are then no longer isolated and the factor of ten holds only without such an attraction. Loss of chalcogen during the anneal, exchange between the two chalcogen planes, charge-state changes and strain are left out, and the first alters D* in proportion to c_v while the layer remains dilute.
